# Why a Cauchy index with an exponential tail is not physical dispersion

Suppose that a 60 nm antireflective coating is to be simulated at an exposure wavelength of 248 nm. Its refractive index is known from a fit between 400 and 800 nm, and its extinction coefficient is known down to 248 nm. The decision is whether to extend the fitted index curve to 248 nm or to obtain the index there in another way. It depends on whether the two fitted curves together describe a possible material.

## The belief and its appeal

The usual pair of formulas is

$$
n=A+\frac{B}{\lambda^2}+\frac{C}{\lambda^4},\qquad
k=k_b\,e^{(E-E_b)/w}, \tag{1}
$$

where $E=hc/\lambda$ is the photon energy, $w$ the width of the absorption edge, and $k_b$ the extinction at the energy $E_b$. The belief is that a pair which fits well is the dispersion of the film and can be used wherever $k$ is known.

To judge this, take a linear, local, isotropic, non-magnetic insulator with time factor $e^{-i\omega t}$ and complex index $N=n+ik$. Causality makes $N$ analytic in the upper half of the complex energy plane. There $N\to1$ at high energy, since the electrons cannot follow a very fast field. Passivity means $k\ge0$ for $E>0$. For $z$ in the upper half-plane, Cauchy's formula gives

$$
N(z)-1=\frac1{2\pi i}\int_{-\infty}^{\infty}\frac{N(E')-1}{E'-z}\,dE'.
$$

With $z^*$ in place of $z$ the integral vanishes, because $z^*$ lies outside the contour. The complex conjugate of that statement is $\int (N^*-1)/(E'-z)\,dE'=0$. Subtracting it leaves $N-N^*=2ik$ in the numerator:

$$
N(z)-1=\frac1\pi\int_{-\infty}^{\infty}\frac{k(E')}{E'-z}\,dE'.
$$

A real field must produce a real response, so $N(-E)=N^*(E)$ and $k$ is odd. Folding the negative energies onto the positive ones gives $1/(E'-z)+1/(E'+z)=2E'/(E'^2-z^2)$, hence

$$
N(z)=1+\frac2\pi\int_0^\infty\frac{E'k(E')}{E'^2-z^2}\,dE'. \tag{2}
$$

On the real axis the real part of (2), taken as a principal value, is the Kramers-Kronig relation for $n$.

This relation also explains the appeal of the Cauchy formula. If all absorption lies above $E$, then

$$
\frac{E'}{E'^2-E^2}=\frac1{E'}+\frac{E^2}{E'^3}+\frac{E^4}{E'^5}+\cdots ,
$$

and $n$ becomes a series in $E^2\propto1/\lambda^2$. Its first three terms have the Cauchy form. The formula is thus a good approximation to causal dispersion well below the absorption. The exponential tail, however, describes the approach to the absorption, where this expansion fails.

## No interval is exempt

Could the pair be exact over some short range? Suppose that a passive medium had exactly the values (1) on an interval. The pair has the analytic continuation

$$
N_p(z)=A+\beta z^2+\gamma z^4+i k_b e^{(z-E_b)/w},
\quad \beta=\frac{B}{(hc)^2},\quad \gamma=\frac{C}{(hc)^4}.
$$

The difference between the medium's $N(z)$ and $N_p(z)$ is analytic above the interval and vanishes on it. It can be continued by zero to the lower side, and the joined function is analytic. Being zero on one side, it is zero throughout. The medium would therefore have $N=N_p$ in the whole upper half-plane.

Equation (2) forbids this. In the first quadrant $\operatorname{Im}z^2>0$, so $1/(E'^2-z^2)$ has a positive imaginary part, and $k\ge0$ requires $\operatorname{Im}N\ge0$. At $z=E+iy$ with $y=\pi w$, the factor $e^{i\pi}=-1$ gives

$$
\operatorname{Im}N_p=2\beta Ey+4\gamma(E^3y-Ey^3)-k_be^{(E-E_b)/w}.
$$

The exponential outgrows the cubic, so this is negative at large enough $E$. No passive medium can have the pair exactly on any interval if $k_b>0$. With $k_b=0$ the polynomial would still have to approach 1 at high energy, which leaves only vacuum, $n=1$.

This result excludes exact equality. It does not say that the error is large, and a close fit over a limited range remains possible.

## A film with a known answer

To measure the error, let a model film have

$$
k(E)=k_b e^{-|E-E_b|/w}+k_u\left[1-\left(\frac{E-E_u}{h_u}\right)^2\right],
$$

with the second term present only for $|E-E_u|<h_u$. The parameters are $k_b=0.4$, $E_b=5.0$ eV, $w=0.15$ eV, $k_u=1.1$, $E_u=14$ eV and $h_u=7$ eV. The second band starts at 7 eV, so below 5 eV the extinction is the exponential in (1). The index follows from (2), whose integrals reduce to logarithms and exponential integrals. It stays positive on a grid from 0.05 to 60 eV, with a minimum of 0.26, so $\operatorname{Im}N^2=2nk$ is not negative there.

A least-squares Cauchy fit to this index at 81 equally spaced wavelengths from 400 to 800 nm gives $A=1.5088$, $B=0.00573\ \mu\mathrm{m}^2$ and $C=2.21\times10^{-4}\ \mu\mathrm{m}^4$. The largest residual is $1.0\times10^{-4}$. Extending the curve, with $k$ kept equal to that of the film, gives:

| $\lambda$ (nm) | Cauchy $n$ | film $n$ | $k$ |
|---:|---:|---:|---:|
| 633 | 1.525 | 1.525 | $6\times10^{-10}$ |
| 365 | 1.564 | 1.565 | $9\times10^{-6}$ |
| 300 | 1.600 | 1.613 | 0.0012 |
| 270 | 1.629 | 1.690 | 0.026 |
| 257 | 1.646 | 1.757 | 0.124 |
| 248 | 1.660 | 1.612 | 0.398 |

The error changes sign. Below the band head, the nearby absorption at higher energy raises $n$ above the Cauchy curve, by up to 0.114 at 255 nm. At the head, the near-resonant contributions from the two sides cancel: $k$ of the edge band is symmetric about $E_b$, while $1/(E'-E_b)$ is antisymmetric. The film index therefore drops again, and at 248 nm the Cauchy value is too high by 0.0485.

For one round trip at normal incidence through thickness $d$, the resulting phase error is

$$
360^\circ\,\frac{2d\,\Delta n}{\lambda}
=360^\circ\,\frac{2(60)(0.0485)}{248}\approx8^\circ .
$$

It arises although the visible fit is good to $10^{-4}$ and $k$ is right. Its size and sign are specific to this film, because 248 nm lies almost exactly at the band head, where the film index changes steeply. For the same film the Cauchy error is $+0.11$ at 247.5 nm, $+0.015$ at 248.3 nm and $-0.03$ at 249 nm. Moving the head to 4.95 or 5.05 eV and refitting gives $+0.19$ or $-0.08$ at 248 nm.

The complex-energy argument can be read on the same numbers. At $z=E_b+i\pi w=5.00+0.47i$ eV, the exponential contributes $-0.40$ to $\operatorname{Im}N_p$ and the polynomial about $+0.04$, a total of $-0.36$. For the film, numerical integration of (2) gives $+0.10$.

## An error that no hidden absorption can remove

A defender of the pair may answer that the film was our choice, and that some other absorption outside the measured range might produce the Cauchy index. This can be tested without knowing that absorption.

Let $k$ be given by the exponential between $a=1.5$ eV and $E_b$. Call its contribution to the index $n_w$. For the part of the integral with denominator $E'-E$, put $s=(E'-E)/w$ and $u=(E_b-E)/w$. Then $(E'-E_b)/w=s-u$, and

$$
\mathrm P\!\int_a^{E_b}\frac{e^{(E'-E_b)/w}}{E'-E}\,dE'
=e^{-u}\left[\mathrm{Ei}(u)-\mathrm{Ei}\!\left(\frac{a-E}{w}\right)\right],
$$

where $\mathrm{Ei}(x)=\mathrm P\!\int_{-\infty}^x e^s\,ds/s$. The part with denominator $E'+E$ follows on replacing $E$ by $-E$. With $v=(E_b+E)/w$,

$$
\begin{aligned}
n_w=\frac{k_b}{\pi}\Big\{&e^{-u}\left[\mathrm{Ei}(u)-\mathrm{Ei}\!\left(\tfrac{a-E}{w}\right)\right]\\
&+e^{-v}\left[\mathrm{Ei}(v)-\mathrm{Ei}\!\left(\tfrac{a+E}{w}\right)\right]\Big\}.
\end{aligned} \tag{3}
$$

In a passive medium the remainder $R=n-1-n_w$ comes from absorption outside the window alone. Differentiating its integral with respect to $E^2$ gives

$$
\frac{dR}{d(E^2)}=\frac2\pi\int_{\text{outside}}\frac{E'k(E')}{(E'^2-E^2)^2}\,dE'\ge0. \tag{4}
$$

This holds for infrared and ultraviolet absorption alike. Hidden absorption can make $R$ rise with energy inside the window, but cannot make it fall.

For the Cauchy curve above,

$$
\begin{aligned}
R(4.250\ \mathrm{eV})&=1.6067-1-0.0366=0.5701,\\
R(4.775\ \mathrm{eV})&=1.6425-1-0.0958=0.5467.
\end{aligned}
$$

It falls by $D=0.0234$. Let $\delta$ be the Cauchy index minus the index of any passive medium with the same $k$ in the window. The medium's own remainder, $R_m$, does not fall, so between the lower energy $E_1$ and the higher energy $E_2$

$$
\delta(E_1)-\delta(E_2)=D+R_m(E_2)-R_m(E_1)\ge D .
$$

Hence $|\delta|$ is at least $D/2=0.0117$ at one of the two energies. This is a lower bound on the worst error, not an estimate for a particular film; the model film has a larger one.

The bound is nearly reached. Narrow absorption lines of non-negative strength were placed at 175 energies outside the window, and linear programming chose the strengths that minimise the largest misfit at 131 energies from 1.60 to 4.85 eV. The result was 0.0130. At these energies the smallest possible worst misfit, with $k\ge0$ as the only restriction on the outside absorption, therefore lies between 0.0117 and 0.0130.

## When the test is silent

Near the edge the first $\mathrm{Ei}(u)$ term in (3) dominates. Since $du/dE=-1/w$, its slope is

$$
\frac{dn_w}{dE}\simeq\frac{k_b}{\pi w}\left[e^{-u}\mathrm{Ei}(u)-\frac1u\right].
$$

The bracket is positive for $u$ above about 1.35, which here means energies more than about 0.2 eV below the head. There a strong, narrow edge demands a steeply rising index. With the Cauchy curve, $E_b$ and $w$ held fixed, $R$ begins to fall when $k_b$ exceeds about 0.19. Below that value the slope test finds no contradiction. The pair is still not exact, by the continuation argument, but this test then sets no minimum error.

## Comparison with a real coating

The model is in the rough regime of organic antireflective coatings for 248 nm, for which a $k$ of a few tenths and an $n$ between about 1.5 and 2 are common values. A real polymer may have a wider edge, and the pointed band head is artificial. With the Cauchy curve held fixed, doubling $w$ to 0.30 eV raises the critical $k_b$ to about 0.32 and lowers $D/2$ to about 0.003. If the Cauchy curve is instead refitted to the model film with the wider edge and $k_b=0.4$, and then held fixed, the critical $k_b$ is about 0.47. The model's 0.4 lies below this, so the slope test is silent. The Cauchy index at 248 nm is then too high by about 0.13, so a silent test does not mean a small error. Rounding the head with a Gaussian of standard deviation 0.05 eV lowers $k$ at 248 nm from 0.40 to 0.31, but changes the film index there by only $-0.005$, since the rounding is symmetric about the head. The dependence on the head position remains: with the rounded head and a refitted curve, the error at 248 nm is $+0.15$ for $E_b=4.95$ eV and $-0.04$ for $E_b=5.05$ eV.

Spin-coated films can also be anisotropic, contrary to the model. If orientation lowered the relevant $k$ by 10%, with the Cauchy curve unchanged, $D/2$ would fall to 0.009. Heating by 10 K, with an assumed volume expansion of $2\times10^{-4}$ per kelvin and constant molecular polarizability in the Lorentz-Lorenz relation, lowers $n$ at 248 nm by between 0.001 and 0.002. This thermal change is small beside the extrapolation error of 0.05, while the assumed change in $k$ lowers the bound by about a quarter but does not remove it.

For the coating in question, the Cauchy curve may serve as an interpolation between 400 and 800 nm. At 248 nm the index should be measured, or calculated from a causal absorption model constrained by data through the band. A correct $k$ and a good visible fit do not make the extrapolated Cauchy value reliable.
